# Opposite-Spin MP2 by Laplace Quadrature and Density Fitting: a numerical check

```python
"""
Result under test: closed-shell opposite-spin MP2 can be evaluated as
  E_OS = -sum_q w_q sum_PQ X_q[P,Q]**2,
  X_q[P,Q] = sum_ia B[P,ia] B[Q,ia] exp(-gap[ia] t_q).
B is the density-fitted occupied-virtual tensor, gap = virtual minus
occupied orbital energy, and t_q, w_q approximate 1/x by exponentials.
The relative quadrature error is bounded by the largest scalar error
delta = max |1 - x sum_q w_q exp(-x t_q)| over the denominator range.
Energies are in hartree internally. The N 1s orbital is frozen.
Example: the umbrella inversion barrier of ammonia.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import cholesky, solve_triangular
from scipy.optimize import least_squares, minimize
from pyscf import ao2mo, cc, df, gto, lib, mp, scf

lib.num_threads(1)
EV = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius") * 1e10
KB = const.k / const.value("Hartree energy")
CM = const.value("hartree-inverse meter relationship") / 100
KJMOL = const.value("Hartree energy") * const.N_A / 1000
C_OS = 1.3
TEMPERATURE = 600.0
SMALL_BASIS = "6-31++g**"
BASIS = "aug-cc-pvdz"
AUX = "aug-cc-pvdz-ri"
ANGLES = 2 * np.pi * np.arange(3) / 3
RADIAL = np.column_stack((np.cos(ANGLES), np.sin(ANGLES), np.zeros(3)))


def ammonia(v):
    """v = [H distance from axis, N height]; height zero if omitted."""
    height = v[1] if len(v) > 1 else 0.0
    hydrogens = v[0] * RADIAL - np.array([0.0, 0.0, height])
    return np.vstack((np.zeros(3), hydrogens))


def run_scf(v, basis, fitted=False):
    atoms = [(s, tuple(r)) for s, r in zip("NHHH", ammonia(v))]
    mol = gto.M(atom=atoms, basis=basis, unit="Bohr", verbose=0)
    mf = scf.RHF(mol)
    if fitted:
        mf = mf.density_fit()
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    return mf


def energy_gradient(v):
    mf = run_scf(v, SMALL_BASIS)
    g = mf.nuc_grad_method().kernel()
    reduced = np.array([np.sum(g[1:] * RADIAL), -np.sum(g[1:, 2])])
    return mf.e_tot, reduced[:len(v)]


def orbital_blocks(mf):
    nocc = mf.mol.nelectron // 2
    co, cv = mf.mo_coeff[:, 1:nocc], mf.mo_coeff[:, nocc:]
    eo, ev = mf.mo_energy[1:nocc], mf.mo_energy[nocc:]
    return co, cv, (ev[None, :] - eo[:, None]).ravel()


def fitted_tensor(mf, aux):
    co, cv, gap = orbital_blocks(mf)
    auxmol = df.addons.make_auxmol(mf.mol, aux)
    three = df.incore.aux_e2(mf.mol, auxmol, intor="int3c2e", aosym="s1")
    ov = np.einsum("mnP,mi,na->iaP", three, co, cv, optimize=True)
    ov = ov.reshape(gap.size, -1)
    lower = cholesky(auxmol.intor("int2c2e"), lower=True)
    return solve_triangular(lower, ov.T, lower=True), gap


def exact_integrals(mf):
    co, cv, gap = orbital_blocks(mf)
    k = ao2mo.kernel(mf.mol, (co, cv, co, cv), compact=False)
    return k.reshape(gap.size, gap.size)


def direct_os(k, gap):
    return -np.sum(k * k / (gap[:, None] + gap[None, :]))


def laplace_os(b, gap, rule):
    energy = 0.0
    for t, w in zip(*rule):
        y = b * np.exp(-0.5 * gap * t)
        x = y @ y.T
        energy -= w * np.sum(x * x)
    return energy


def spin_orbital_mp2(k, gap, nocc):
    """Opposite-spin and total energies from antisymmetrized integrals."""
    nvir = gap.size // nocc
    io, ia = np.tile(np.arange(nocc), 2), np.tile(np.arange(nvir), 2)
    so, sv = np.repeat([0, 1], nocc), np.repeat([0, 1], nvir)
    same = so[:, None] == sv[None, :]
    k4 = k.reshape(nocc, nvir, nocc, nvir)[np.ix_(io, ia, io, ia)]
    k4 = k4 * same[:, :, None, None] * same[None, None, :, :]
    anti = k4 - k4.transpose(0, 3, 2, 1)
    g = gap.reshape(nocc, nvir)[np.ix_(io, ia)]
    terms = -0.25 * anti**2 / (g[:, :, None, None] + g[None, None, :, :])
    opposite = so[:, None] != so[None, :]
    return np.sum(terms * opposite[:, None, :, None]), np.sum(terms)


def fit_rule(n, low, high):
    """Least-squares exponential rule in relative error."""
    ratio = high / low
    x = np.exp(np.log(ratio) * (1 - np.cos(np.linspace(0, np.pi, 240))) / 2)

    def project(logt):
        a = x[:, None] * np.exp(-np.outer(x, np.exp(logt)))
        w = np.linalg.lstsq(a, np.ones(x.size), rcond=None)[0]
        return w, a @ w - 1
    start = np.log(np.geomspace(0.3 / ratio, 4.0, n + 2)[1:-1])
    sol = least_squares(lambda q: project(q)[1], start, jac="3-point",
                        ftol=1e-13, xtol=1e-10, gtol=None, max_nfev=300)
    w = project(sol.x)[0]
    assert np.all(w > 0)
    return np.exp(sol.x) / low, w / low


def rule_error(rule, low, high):
    x = np.geomspace(low, high, 5000)
    return np.max(np.abs(1 - x * (np.exp(-np.outer(x, rule[0])) @ rule[1])))


def alias_bound(h):
    y = 2 * np.pi * np.arange(1, 4) / h
    return 2 * np.sum(np.sqrt(np.pi * y / np.sinh(np.pi * y)))


def trapezoid_rule(h, low, high):
    """Exponential-grid rule; each tail is no larger than the alias bound."""
    eps = alias_bound(h)
    first = np.log(eps * np.expm1(h) / (h * high))
    last = np.log(-np.log(eps) / low)
    s = first + h * np.arange(int(np.ceil((last - first) / h)) + 1)
    return np.exp(s), h * np.exp(s)


def denominator_range(gaps):
    return 2 * min(g.min() for g in gaps), 2 * max(g.max() for g in gaps)


def vibrations(v):
    mf = run_scf(v, SMALL_BASIS)
    hess = mf.Hessian().kernel().transpose(0, 2, 1, 3).reshape(12, 12)
    mass = mf.mol.atom_mass_list(isotope_avg=True)
    mass = np.repeat(mass * const.atomic_mass / const.m_e, 3)
    values = np.linalg.eigvalsh(hess / np.sqrt(np.outer(mass, mass)))
    values = values[np.argsort(np.abs(values))]
    assert np.sqrt(np.abs(values[5])) * CM < 60
    return np.sign(values[6:]) * np.sqrt(np.abs(values[6:]))


def small_sos(v):
    mf = run_scf(v, SMALL_BASIS)
    b, gap = fitted_tensor(mf, AUX)
    return mf.e_tot + C_OS * direct_os(b.T @ b, gap)


def relaxation_drop(v):
    """Energy released by one finite-difference Newton step."""
    h, n = 0.03, len(v)
    unit, e0 = h * np.eye(n), small_sos(v)
    plus = np.array([small_sos(v + u) for u in unit])
    minus = np.array([small_sos(v - u) for u in unit])
    grad = (plus - minus) / (2 * h)
    hess = np.diag((plus + minus - 2 * e0) / h**2)
    if n == 2:
        both = small_sos(v + unit.sum(0)) + small_sos(v - unit.sum(0))
        cross = (both - plus.sum() - minus.sum() + 2 * e0) / (2 * h**2)
        hess[0, 1] = hess[1, 0] = cross
    assert np.all(np.linalg.eigvalsh(hess) > 0)
    drop = e0 - small_sos(v - np.linalg.solve(hess, grad))
    assert drop > 0
    return drop


# Symmetry-constrained structures and their stationary-point character.
structures = []
for guess in ([1.78, 0.65], [1.87]):
    opt = minimize(energy_gradient, guess, jac=True, method="BFGS",
                   options={"gtol": 3e-6})
    assert np.max(np.abs(opt.jac)) < 2e-5
    structures.append(opt.x)
pyramid, planar = structures
freq = [vibrations(v) for v in structures]
assert np.all(freq[0] > 0) and np.sum(freq[1] < 0) == 1
for name, v in zip(("pyramidal", "planar"), structures):
    xyz = ammonia(v)
    bond = np.linalg.norm(xyz[1])
    angle = np.degrees(np.arccos(xyz[1] @ xyz[2] / bond**2))
    print(f"{name}: N-H {bond*BOHR:.4f} angstrom, HNH {angle:.2f} deg")

# Conventional energies, density fitting, and higher-level comparison.
hf, os_exact, os_df, mp2_total, ccsdt, tensors = [], [], [], [], [], []
for v in structures:
    mf = run_scf(v, BASIS)
    k = exact_integrals(mf)
    b, gap = fitted_tensor(mf, AUX)
    exact, fitted = direct_os(k, gap), direct_os(b.T @ b, gap)
    spin_os, spin_total = spin_orbital_mp2(k, gap, mf.mol.nelectron//2 - 1)
    library = mp.MP2(mf, frozen=1).kernel()[0]
    assert abs(spin_os - exact) < 1e-10
    assert abs(spin_total - library) < 1e-7
    assert np.linalg.eigvalsh(k - b.T @ b).min() > -1e-9
    assert exact <= fitted + 1e-10 and abs(fitted - exact) < 1e-3
    if not tensors:
        larger, _ = fitted_tensor(mf, "aug-cc-pvtz-ri")
        larger_error = direct_os(larger.T @ larger, gap) - exact
        assert 0 <= larger_error + 1e-10 < fitted - exact
    coupled = cc.CCSD(mf, frozen=1)
    coupled.kernel()
    assert coupled.converged
    ccsdt.append(coupled.e_tot + coupled.ccsd_t())
    hf.append(mf.e_tot)
    os_exact.append(exact)
    os_df.append(fitted)
    mp2_total.append(mf.e_tot + spin_total)
    tensors.append((b, gap))
hf, os_exact, os_df = map(np.array, (hf, os_exact, os_df))
low, high = denominator_range([g for _, g in tensors])
print(f"basis {BASIS}; fitting basis {AUX}; frozen orbitals 1")
print(f"ov pairs {tensors[0][1].size}; fitting functions {len(tensors[0][0])}")
print(f"denominators {low:.5f} to {high:.5f} Eh; ratio {high/low:.3f}")
for i, name in enumerate(("pyramidal", "planar")):
    print(f"{name}: RHF {hf[i]:.8f} Eh; E_OS conventional "
          f"{os_exact[i]:.8f}, fitted {os_df[i]:.8f} Eh")
print(f"pyramidal fitting error {1e6*(os_df[0]-os_exact[0]):.3f} uEh; "
      f"larger fitting basis {1e6*larger_error:.3f} uEh")

# Fitted rules, shared by both structures.
print("fitted rules: nodes, delta, pyramidal error/uEh, barrier error/meV")
previous = np.inf
for n in range(1, 8):
    rule = fit_rule(n, low, high)
    delta = rule_error(rule, low, high)
    approx = np.array([laplace_os(b, g, rule) for b, g in tensors])
    error = approx - os_df
    barrier_error = C_OS * (error[1] - error[0])
    assert np.all(np.abs(error) <= delta * np.abs(os_df) + 1e-12)
    assert abs(barrier_error) <= C_OS*delta*np.sum(np.abs(os_df)) + 1e-12
    assert delta < 0.5 * previous
    previous = delta
    print(f"  {n}  {delta:.3e}  {1e6*error[0]:+.5f}  "
          f"{1000*EV*barrier_error:+.3e}")
assert np.max(np.abs(error)) < 1e-6
os_laplace = approx
cost_ratio = n * len(tensors[0][0]) / tensors[0][1].size
print(f"7-node contraction / integral-assembly multiplications {cost_ratio:.3f}")

# Trapezoidal aliasing formula and complete a priori error bound.
for h in (1.0, 1.5):
    s = np.arange(-45, 8, h)
    x = np.exp(np.linspace(0, h, 1001))
    values = h * x[:, None] * np.exp(s) * np.exp(-np.outer(x, np.exp(s)))
    observed = np.max(np.abs(values.sum(1) - 1))
    assert abs(observed / alias_bound(h) - 1) < 0.01
print("trapezoid: step, nodes, total bound, scanned delta, error/uEh")
for h in (1.5, 1.0, 0.7, 0.5):
    rule = trapezoid_rule(h, low, high)
    bound, delta = 3 * alias_bound(h), rule_error(rule, low, high)
    error = laplace_os(*tensors[0], rule) - os_df[0]
    assert delta <= bound + 1e-12
    assert abs(error) <= bound * abs(os_df[0]) + 1e-12
    print(f"  {h:.1f}  {len(rule[0])}  {bound:.3e}  {delta:.3e}  "
          f"{1e6*error:+.5f}")
range_errors = []
for ratio in (10, 100, 1000):
    range_errors.append(rule_error(fit_rule(6, 1, ratio), 1, ratio))
    print(f"6 fitted nodes, range ratio {ratio}: delta {range_errors[-1]:.3e}")
assert np.all(np.diff(range_errors) > 0)

# Barriers in the same orbital basis.
sos = hf + C_OS * os_laplace
conventional = hf + C_OS * os_exact
barriers = {"RHF": np.diff(hf)[0], "SOS-MP2 conventional":
            np.diff(conventional)[0], "SOS-MP2 Laplace-DF": np.diff(sos)[0],
            "MP2": np.diff(mp2_total)[0], "CCSD(T)": np.diff(ccsdt)[0]}
for name, value in barriers.items():
    print(f"barrier {name}: {EV*value:.6f} eV")
sos_barrier = barriers["SOS-MP2 Laplace-DF"]
print(f"SOS-MP2 barrier conversion: {KJMOL*sos_barrier:.3f} kJ/mol")
fit_barrier_error = C_OS * np.diff(os_df - os_exact)[0]
print(f"barrier density-fitting error: {1000*EV*fit_barrier_error:+.5f} meV")

# A larger basis, with density fitting also used in its RHF step.
large_hf, large_tensors = [], []
for v in structures:
    mf = run_scf(v, "aug-cc-pvtz", fitted=True)
    large_hf.append(mf.e_tot)
    large_tensors.append(fitted_tensor(mf, "aug-cc-pvtz-ri"))
large_range = denominator_range([g for _, g in large_tensors])
large_rule = fit_rule(7, *large_range)
large_delta = rule_error(large_rule, *large_range)
assert large_delta < 1e-4
large_sos = [e + C_OS * laplace_os(b, g, large_rule)
             for e, (b, g) in zip(large_hf, large_tensors)]
large_barrier = np.diff(large_sos)[0]
print(f"aug-cc-pVTZ SOS-MP2: {EV*large_barrier:.6f} eV; "
      f"rule delta {large_delta:.3e}")
print(f"basis shift: {1000*EV*(large_barrier-sos_barrier):+.3f} meV")

# Geometry, zero-point and tunnelling effects omitted from the barrier.
geometry_shift = relaxation_drop(pyramid) - relaxation_drop(planar)
zpe_shift = 0.5 * (freq[1][freq[1] > 0].sum() - freq[0].sum())
imaginary = -freq[1].min()
u = imaginary / (KB * TEMPERATURE)
assert 0 < u < 5
closed_kappa = (u / 2) / np.sin(u / 2)
kappa = quad(lambda e: np.exp(-e) / (1 + np.exp(-2*np.pi*e/u)),
             -40, 40, points=[0], limit=300)[0]
assert abs(kappa - closed_kappa) < 1e-6
level_shift = sos_barrier - barriers["CCSD(T)"]
print(f"geometry relaxation shift: {1000*EV*geometry_shift:+.3f} meV")
print(f"harmonic zero-point shift: {1000*EV*zpe_shift:+.3f} meV")
print(f"SOS-MP2 minus CCSD(T): {1000*EV*level_shift:+.3f} meV")
print(f"saddle imaginary wavenumber: {imaginary*CM:.2f} cm^-1")
print(f"temperature {TEMPERATURE:.0f} K; kT {1000*EV*KB*TEMPERATURE:.3f} meV")
print(f"parabolic tunnelling factor: {kappa:.4f}")
print(f"rate factor from SOS/CCSD(T) difference: "
      f"{np.exp(abs(level_shift)/(KB*TEMPERATURE)):.4f}")
print("done: every assertion held")
```

Running it gives:

```
pyramidal: N-H 1.0000 angstrom, HNH 108.79 deg
planar: N-H 0.9879 angstrom, HNH 120.00 deg
basis aug-cc-pvdz; fitting basis aug-cc-pvdz-ri; frozen orbitals 1
ov pairs 180; fitting functions 141
denominators 0.85733 to 9.47545 Eh; ratio 11.052
pyramidal: RHF -56.20549315 Eh; E_OS conventional -0.15238152, fitted -0.15231466 Eh
planar: RHF -56.19741082 Eh; E_OS conventional -0.15201755, fitted -0.15195079 Eh
pyramidal fitting error 66.854 uEh; larger fitting basis 8.838 uEh
fitted rules: nodes, delta, pyramidal error/uEh, barrier error/meV
  1  3.619e-01  -29636.00183  +3.499e+00
  2  3.226e-02  +1054.29338  -1.871e-01
  3  2.836e-03  -13.72032  +3.791e-03
  4  2.393e-04  +1.51014  -8.309e-03
  5  1.963e-05  -0.11664  +1.705e-03
  6  1.582e-06  +0.00004  -1.887e-04
  7  1.258e-07  +0.00068  +1.057e-05
7-node contraction / integral-assembly multiplications 5.483
trapezoid: step, nodes, total bound, scanned delta, error/uEh
  1.5  6  4.281e-02  2.010e-02  +1055.09696
  1.0  13  1.950e-03  9.613e-04  +35.88467
  0.7  24  3.392e-05  2.146e-05  +0.72754
  0.5  45  1.426e-07  9.264e-08  +0.00285
6 fitted nodes, range ratio 10: delta 1.029e-06
6 fitted nodes, range ratio 100: delta 5.113e-04
6 fitted nodes, range ratio 1000: delta 7.712e-03
barrier RHF: 0.219932 eV
barrier SOS-MP2 conventional: 0.232807 eV
barrier SOS-MP2 Laplace-DF: 0.232804 eV
barrier MP2: 0.219051 eV
barrier CCSD(T): 0.236827 eV
SOS-MP2 barrier conversion: 22.462 kJ/mol
barrier density-fitting error: -0.00307 meV
aug-cc-pVTZ SOS-MP2: 0.226739 eV; rule delta 2.091e-05
basis shift: -6.065 meV
geometry relaxation shift: +3.246 meV
harmonic zero-point shift: -47.497 meV
SOS-MP2 minus CCSD(T): -4.023 meV
saddle imaginary wavenumber: 848.54 cm^-1
temperature 600 K; kT 51.704 meV
parabolic tunnelling factor: 1.1959
rate factor from SOS/CCSD(T) difference: 1.0809
done: every assertion held
```
